# Jacobi localization of Gamma-only supercell orbitals with a closed-form rotation angle

**The result**

Take \(N\) real orthonormal orbitals \(w_n\) spanning the occupied space of an orthorhombic supercell with edges \(L_a\), sampled at the Gamma point. For each axis define

\[
Z_{a,mn}=\langle w_m|e^{-2\pi i x_a/L_a}|w_n\rangle ,\qquad g_a=\left(\frac{L_a}{2\pi}\right)^2 ,
\]

and measure the total spread by

\[
\Omega=\sum_a g_a\sum_n\left(1-|Z_{a,nn}|^2\right).
\]

Each spatial orbital counts once, whatever its spin occupation. Because the orbitals are real, \(Z_a\) is symmetric, and its real and imaginary parts are real symmetric matrices. Call these matrices \(A_k\), with \(k=1,\dots,6\) and weights \(g_k\) inherited from their axes. Now mix two orbitals, with \(c=\cos t\) and \(s=\sin t\):

\[
w_i'=c\,w_i+s\,w_j,\qquad w_j'=-s\,w_i+c\,w_j .
\]

With \(d_k=A_{k,ii}-A_{k,jj}\) and \(o_k=2A_{k,ij}\), form

\[
P=\sum_k g_kd_k^2,\quad Q=\sum_k g_ko_k^2,\quad R=\sum_k g_kd_ko_k .
\]

The angle that minimizes \(\Omega\) for this pair is

\[
t=\tfrac14\,\mathrm{atan2}(2R,\;P-Q),
\]

where the first argument plays the part of a sine and the second that of a cosine. The spread falls by

\[
\Delta=\tfrac14\left[\sqrt{(P-Q)^2+4R^2}-(P-Q)\right]\ge 0 .
\]

Sweeping over all pairs until the angles are negligible localizes the orbitals. Each ingredient replaces something that fails in a simpler scheme.

**First failure: the position matrix**

The naive scheme computes \(\langle w_m|x|w_n\rangle\) over the cell and diagonalizes it. But \(x\) is not periodic. An orbital crossing the cell boundary has one part near \(x=0\) and another near \(x=L\), so its computed mean lies somewhere between the two parts, where it may have no density. Moving the cell origin changes the answer.

The phase \(e^{-iqx}\) with \(q=2\pi/L\) is periodic. For a density concentrated at \(x_0\) its mean is \(e^{-iqx_0}\), which suggests the centre

\[
\bar x_n=-\frac{L}{2\pi}\arg Z_{nn}\quad(\text{modulo }L).
\]

The centre is undefined if \(Z_{nn}=0\), as for a uniform density.

The modulus measures the width. Let \(x\) and \(x'\) be drawn independently from the density \(w_n^2\) of an orbital confined well within one cell length. Then

\[
|Z_{nn}|^2=\langle\cos q(x-x')\rangle
=1-\frac{q^2}{2}\langle(x-x')^2\rangle+\frac{q^4}{24}\langle(x-x')^4\rangle-\dots
\]

The sine part vanishes because exchanging \(x\) and \(x'\) reverses its sign. Since \(\langle(x-x')^2\rangle=2\sigma^2\), with \(\sigma^2\) the ordinary variance,

\[
\frac{1-|Z_{nn}|^2}{q^2}=\sigma^2-\frac{q^2}{24}\langle(x-x')^4\rangle+\dots
\]

This explains the weight \(g=1/q^2\). At leading order the periodic spread lies below the variance, by an amount proportional to \(L^{-2}\).

**Second failure: diagonalizing one matrix**

One \(A_k\) holds only a cosine or only a sine along one axis. The cosine cannot tell \(x\) from \(-x\), and neither sees the other axes, so diagonalizing one matrix may leave the orbitals extended. All the matrices must be treated together. An orthogonal rotation leaves \(\sum_{mn}A_{k,mn}^2=\mathrm{Tr}\,A_k^2\) unchanged, so

\[
\Omega=\Omega_{\rm inv}+\sum_k g_k\sum_{m\ne n}A_{k,mn}^2,\qquad
\Omega_{\rm inv}=N\sum_a g_a-\sum_k g_k\,\mathrm{Tr}A_k^2 .
\]

Minimizing the spread is therefore the same as minimizing the weighted off-diagonal part.

That part can vanish only if the \(A_k\) share an eigenbasis, which for symmetric matrices means that they commute. The underlying functions of position do commute, but their projections need not. Let \(\mathcal P\) project onto the occupied space, let \(\mathcal Q=1-\mathcal P\), and let \(f,h\) be two functions of position. Inserting \(\mathcal P=1-\mathcal Q\) between them and using \(fh=hf\) gives

\[
[\mathcal Pf\mathcal P,\mathcal Ph\mathcal P]
=\mathcal Ph\mathcal Qf\mathcal P-\mathcal Pf\mathcal Qh\mathcal P .
\]

The obstruction comes from excursions into the empty states. When it is nonzero, the best available outcome is an approximate joint diagonalization, and \(\Omega_{\rm inv}\) is a lower bound that is not reached.

**One pair at a time**

Rotating two orbitals changes two diagonal elements of each matrix. Dropping the index \(k\),

\[
\begin{aligned}
A'_{ii}&=c^2A_{ii}+2cs\,A_{ij}+s^2A_{jj},\\
A'_{jj}&=s^2A_{ii}-2cs\,A_{ij}+c^2A_{jj}.
\end{aligned}
\]

Their sum is unchanged because \(c^2+s^2=1\). Their difference is

\[
A'_{ii}-A'_{jj}=(c^2-s^2)d+4cs\,A_{ij}=d\cos2t+o\sin2t .
\]

For any two numbers, \(u^2+v^2=\tfrac12[(u+v)^2+(u-v)^2]\). The part of the diagonal weight that depends on \(t\) is therefore

\[
F(t)=\tfrac12\sum_kg_k(d_k\cos2t+o_k\sin2t)^2 .
\]

Use \(\cos^22t=(1+\cos4t)/2\), \(\sin^22t=(1-\cos4t)/2\) and \(2\sin2t\cos2t=\sin4t\):

\[
F(t)=\tfrac14\left[P+Q+(P-Q)\cos4t+2R\sin4t\right].
\]

Now write \(P-Q=H\cos\chi\) and \(2R=H\sin\chi\), with \(H=\sqrt{(P-Q)^2+4R^2}\). Then

\[
F(t)=\tfrac14\left[P+Q+H\cos(4t-\chi)\right].
\]

The maximum is at \(4t=\chi\), up to multiples of \(2\pi\), which is the stated angle. Since \(F(0)=P/2\), the gain is

\[
\tfrac14(P+Q+H)-\tfrac12P=\tfrac14\left[H-(P-Q)\right]=\Delta .
\]

Adding \(\pi/2\) to \(t\) exchanges the two orbitals up to a sign, so nothing is lost by keeping \(|t|\le\pi/4\). If \(H=0\), every angle is equally good and the pair is left alone.

**Third failure: the plain arctangent**

Setting \(F'(t)=0\) gives \(\tan4t=2R/(P-Q)\), which invites \(t=\tfrac14\arctan[2R/(P-Q)]\). This equation holds at minima of \(F\) as well as at maxima. The plain arctangent returns an angle with \(\cos4t>0\). For \(P>Q\) that is the right branch. For \(P<Q\) it gives \(4t=\chi\pm\pi\), the least localized choice, and the spread rises by \(\tfrac14[H+(P-Q)]\).

The condition \(P<Q\) means that the coupling between the orbitals outweighs the separation of their diagonal elements, as can happen for delocalized starting orbitals. In a test on 30 random sets of six symmetric \(4\times4\) matrices, 16 had \(P<Q\) for the chosen pair. A scan over 2001 angles confirmed the two-argument formula in every set, and confirmed that the plain arctangent landed on the minimum of \(F\) in those 16.

**The sweep and what it guarantees**

1. Build the six matrices \(A_k\) and set \(U=1\).
2. For each pair \(i<j\), compute \(P,Q,R\) and \(t\).
3. Replace columns \(i,j\) of every \(A_k\) by \(c\) times column \(i\) plus \(s\) times column \(j\), and \(-s\) times column \(i\) plus \(c\) times column \(j\). Do the same to the rows, and apply the column operation to \(U\).
4. Repeat until every angle in a sweep is below a threshold.

The localized orbitals are \(\sum_m w_mU_{mn}\). With \(K\) matrices, each pair costs of order \(KN\) operations and there are \(N(N-1)/2\) pairs, so a sweep costs of order \(KN^3\).

No step raises \(\Omega\), and \(\Omega\) is bounded below, so its value converges. This does not prove that the limit is the global minimum: a set of orbitals may be optimal for every separate pair and still be improvable by a rotation of three or more. Different starting orbitals are a practical safeguard.

**A crystal whose answer is known**

A one-dimensional crystal of \(N\) cells of length \(a\), with potential \(-V\cos(2\pi x/a)\) and \(V>0\), gives an independent value of \(|Z_{nn}|\). Fill the lowest band, with Bloch states \(\psi_k\) and periodic parts \(u_k\). Multiplying by \(e^{-ibx}\), with \(b=2\pi/(Na)\), lowers \(k\) by \(b\), so the nonzero elements are \(M_k=\langle u_{k-b}|u_k\rangle\). For the Wannier functions

\[
w_n=\frac1{\sqrt N}\sum_ke^{-ikna}\psi_k
\]

one finds

\[
Z_{nn}=\frac1N\sum_k e^{i(k-b)na}e^{-ikna}M_k=e^{-ibna}\,\frac1N\sum_kM_k .
\]

In plane waves the potential has only negative off-diagonal elements, \(-V/2\), linking neighbouring reciprocal vectors. The lowest eigenvector can then be chosen with all coefficients positive, because replacing coefficients by their moduli cannot raise the energy, and in the eigenvalue equation a zero coefficient would force its non-negative neighbours, and so all the others, to vanish. Hence every \(M_k\) is positive, and \(|Z_{nn}|\) is the mean Bloch overlap. The coefficients at \(-k\) mirror those at \(k\), so these \(w_n\) are real and are admissible to the algorithm.

For \(N=5\) and \(V=15\,\hbar^2/(ma^2)\), a separate primitive-cell calculation gives a mean overlap of 0.97740843. The best of eight Jacobi runs from random starts gives \(|Z_{nn}|=0.97740843\), with one centre in each well. The derivation supplies the value for translated copies; that these copies are the optimum is a numerical finding here.

**An H\(_6\) ring across the cell boundary**

Six hydrogen atoms lie on a circle of radius 1.222 Å, with bonds alternating between 0.80 and 1.60 Å. The ring is centred on a corner of a cubic cell of edge 12 Å, so it crosses the boundaries. The weight is \(g=(12/2\pi)^2=3.648\) Å\(^2\). The orbitals are those of the isolated ring in restricted Hartree–Fock with the 6-311G basis, repeated periodically. The three occupied ones are a symmetric orbital \(w_1\) and a degenerate pair, oriented so that \(w_2\) is even and \(w_3\) odd under \(y\to-y\). A short bond is centred on the positive \(x\) axis.

For the pair (1,2), \(P=0.24603\), \(Q=2.66990\) and \(R=-0.79624\) Å\(^2\). Thus \(P-Q=-2.42387\), \(2R=-1.59248\) and \(H=2.9002\) Å\(^2\), and

\[
t=\tfrac14(-146.70^\circ)=-36.67^\circ,\qquad
\Delta=\tfrac14(2.9002+2.4239)=1.3310\ \text{Å}^2 .
\]

The plain arctangent would give \(+8.33^\circ\) and raise the spread by \(\tfrac14(2.9002-2.4239)=0.119\) Å\(^2\).

The angle has a simple origin. For three ideal bond orbitals \(b_1,b_2,b_3\), with \(b_1\) on the \(x\) axis,

\[
w_1=\frac{b_1+b_2+b_3}{\sqrt3},\qquad w_2=\frac{2b_1-b_2-b_3}{\sqrt6}.
\]

Taking \(c=\sqrt{2/3}\) and \(s=-1/\sqrt3\) gives \(w_1'=(b_2+b_3)/\sqrt2\) and \(w_2'=b_1\), so \(|t|=\arctan(1/\sqrt2)=35.26^\circ\). The first rotation separates the bond on the axis from the other two.

For the pair (1,3), one orbital is even and the other odd under \(y\to-y\). Matrices even under this reflection have \(o_k=0\). The one odd matrix, from \(\sin(2\pi y/L)\), has \(d_k=0\). Every product \(d_ko_k\) vanishes, so \(R=0\). With \(P=0.0235\) and \(Q=3.4672\) Å\(^2\), the two-argument formula gives \(45^\circ\) and a gain of \((Q-P)/2=1.7218\) Å\(^2\). The plain arctangent would give zero and leave the pair unrotated. The pair (2,3) then needs only \(1.08^\circ\).

The spread falls from 5.2965 to 2.2411 Å\(^2\) in the first sweep and to 2.2387 Å\(^2\) in the second. After six sweeps all angles are below \(10^{-9}\) rad. All 20 random starts reach the same value, as does the best of eight runs of a general gradient optimizer (BFGS).

Each final orbital has a spread of 0.746 Å\(^2\), and its centre lies within 0.017 Å of a short-bond midpoint. The off-diagonal weight drops from 3.0888 to 0.0310 Å\(^2\). The lower bound is thus \(\Omega_{\rm inv}=2.2387-0.0310=2.2077\) Å\(^2\), and the remainder is the price of matrices that do not commute.

**When the spread does not choose**

Make all bonds equal, 1.00 Å. Write \(a\) for the symmetric orbital and \(e_1,e_2\) for the pair, and consider the sets

\[
w_n(\alpha)=\frac{a}{\sqrt3}+\sqrt{\tfrac23}\,(e_1\cos\varphi_n+e_2\sin\varphi_n),\qquad \varphi_n=\frac{2\pi n}{3}+\alpha .
\]

They are orthonormal, since \(\tfrac13+\tfrac23\cos120^\circ=0\). Each \(Z_{nn}\) is quadratic in \(w_n\), so \(|Z_{nn}|^2\) contains harmonics of \(\varphi_n\) up to the fourth. Summing over \(n\) cancels all but the zeroth and the third.

In the regular ring, inversion leaves \(a\) unchanged and reverses \(e_1,e_2\), which amounts to \(\varphi_n\to\varphi_n+\pi\). It also turns \(Z_{nn}\) into its complex conjugate when the origin is at the ring centre. Hence \(|Z_{nn}|^2\) has period \(\pi\) in \(\varphi_n\) and contains no third harmonic. The spread is constant along the circle: numerically it is 3.2938 Å\(^2\), with a variation of \(4\times10^{-14}\) Å\(^2\). Among these sets the functional has no preferred centres. In the cubic cell, small rotations off the circle lower the spread by a further \(1.3\times10^{-4}\) Å\(^2\) and leave a preference of only about \(2\times10^{-6}\) Å\(^2\) between orientations. No chemical meaning should be read into any one choice.

Bond alternation removes the inversion, and the third harmonic returns. The reflection \(y\to-y\) excludes its sine part, leaving \(\Omega(\alpha)=\Omega_0-\Omega_3\cos3\alpha\). The short-bond set (\(\alpha=0\)) has 2.2387 Å\(^2\) and the long-bond set (\(\alpha=60^\circ\)) 5.2054 Å\(^2\). Half their difference gives \(\Omega_3=1.483\) Å\(^2\), which pins the orbitals to the short bonds.

**How far the numbers can be trusted**

The ring is a computational test molecule. Its short bond is near that of free H\(_2\), roughly 0.74 Å, but contacts of 1.60 Å between the units are far shorter than those between unbound H\(_2\) molecules, roughly 3 Å. The largest spread error assessed here comes from the finite cell. For the same orbitals the ordinary variance is 2.3464 Å\(^2\), so the periodic spread is 0.108 Å\(^2\), or 4.6%, below it. With the orbitals held fixed, the deficit falls to 0.0278 and 0.0070 Å\(^2\) for edges of 24 and 48 Å. The last ratio, 3.97, is close to the factor 4 expected from \(L^{-2}\).

Adding polarization functions to 6-311G lowers the minimized ordinary variance from 2.3464 to 2.3356 Å\(^2\), about 0.5%. The cc-pVTZ and aug-cc-pVDZ bases give 2.3393 and 2.3235 Å\(^2\), so the choice of basis shifts the spread by up to about 1%. The minimized periodic spread in the 12 Å cell moves likewise, from 2.2387 to between 2.214 and 2.229 Å\(^2\), and the largest distance from a centre to its bond midpoint falls from 0.017 to between 0.010 and 0.013 Å. In the 6-311G basis, overlap with the next image along \(x\) is at most \(5\times10^{-10}\), and along \(y\) it is \(1.4\times10^{-9}\); diffuse functions (aug-cc-pVDZ) raise these overlaps to \(1\times10^{-6}\) and \(3\times10^{-6}\). The quadrupole moment of the ring is small and sensitive to the basis: its energy scale between images is \(2\times10^{-8}\) eV in 6-311G and a few times \(10^{-7}\) eV at most in the polarized bases. Higher multipoles dominate instead. The full electrostatic energy between the ring and one image in its plane is about \(10^{-5}\) eV in size, with opposite signs along \(x\) and \(y\). Both effects remain negligible here. Hartree–Fock omits correlation: second-order perturbation theory (MP2) lowers the third natural occupation from 2 to 1.982 and raises the fourth from 0 to 0.015. Larger bases shift these occupations by up to about 0.01. MP2 understates the effect: in the smaller 6-31G basis it gives 1.983 and 0.014, where full configuration interaction gives 1.963 and 0.032. The occupations stay close to 2 and 0, so a single set of doubly occupied orbitals is a reasonable description here. In a metal no gap separates the filled states from the empty ones. The sweeps can still be run on a chosen set of orbitals, but the results may remain extended, and selecting a more suitable subspace first can help.

## Table of computed values

```
Random tests: 30; with P<Q: 16
Commuting set, residual off weight: 0.0e+00
1D chain: 5 cells, potential amplitude 15.0 hbar^2/(m a^2)
1D chain |Z_nn|, Jacobi: 0.97740843
1D chain mean Bloch overlap: 0.97740843
H6 bonds: 0.80 and 1.60 angstrom
H6 circle radius: 1.2220 angstrom
Cell edge: 12.0 angstrom; weight g: 3.6476 angstrom^2
RHF/6-311G energy: -90.8703 eV
Rotation 1, pair (1,2):
  P=0.24603 Q=2.66990 R=-0.79624 angstrom^2
  angle=-36.674 deg, gain=1.33101 angstrom^2
Rotation 2, pair (1,3):
  P=0.02353 Q=3.46720 R=0.00000 angstrom^2
  angle=45.000 deg, gain=1.72183 angstrom^2
Rotation 3, pair (2,3):
  P=3.59612 Q=0.02419 R=0.13464 angstrom^2
  angle=1.078 deg, gain=0.00253 angstrom^2
Ideal-triangle first angle, size: 35.264 deg
Plain arctangent, first angle: 8.326 deg
  resulting spread change: +0.11908 angstrom^2
Spread, canonical orbitals: 5.29649 angstrom^2
Spread after sweep 1: 2.24110509 angstrom^2
Spread after sweep 2: 2.23869621 angstrom^2
Spread after sweep 3: 2.23869620 angstrom^2
Sweeps until all angles < 1e-9 rad: 6
Spread, final: 2.23870 angstrom^2
Spread, BFGS optimizer: 2.23870 angstrom^2
Random starts reaching it: 20 of 20
Orbital 1: centre (-0.5845, +1.0138) angstrom
  spread 0.7462 angstrom^2, to short-bond midpoint 0.0156 angstrom
Orbital 2: centre (+1.1712, +0.0000) angstrom
  spread 0.7462 angstrom^2, to short-bond midpoint 0.0165 angstrom
Orbital 3: centre (-0.5845, -1.0138) angstrom
  spread 0.7462 angstrom^2, to short-bond midpoint 0.0156 angstrom
Off-diagonal weight, start: 3.08880 angstrom^2
Off-diagonal weight, final: 0.03101 angstrom^2
Largest commutator norm: 0.07719
Ordinary variance, same orbitals: 2.34642 angstrom^2
Finite-cell deficit, edge 12 angstrom: 0.10772 angstrom^2
Finite-cell deficit, edge 24 angstrom: 0.02781 angstrom^2
Finite-cell deficit, edge 48 angstrom: 0.00701 angstrom^2
Deficit ratio, last two edges: 3.967
Alternating ring, short-bond set: 2.23871 angstrom^2
Alternating ring, long-bond set: 5.20540 angstrom^2
Regular ring (1.00 angstrom bonds): 3.29376 angstrom^2
  variation along circle: 4.3e-14 angstrom^2
Largest overlap with next image: 4.6e-10
Image quadrupole energy scale: 2.1e-08 eV
Foster-Boys spread, 6-311G: 2.34640 angstrom^2
Foster-Boys spread, 6-311G**: 2.33563 angstrom^2
MP2 natural occupations 3 and 4: 1.9824, 0.0145
```
